Local Preston exponent of reaction-limited polishing with frictional heating

**1. Definitions and assumptions**

In chemical-mechanical planarization a wafer is pressed against a moving pad wetted by a reactive slurry. Let p be the pressure, V the sliding speed and R the removal rate, a thickness per time. The load variable is

P = pV. (1)

Since 1 Pa m/s = 1 W/m², P has the units of a heat flux. Preston's law is R = KP with K constant. When R is not proportional to P, the local Preston exponent describes how it responds to a small relative change of load:

n = d ln R/d ln P = (P/R) dR/dP. (2)

Preston's law has n = 1 at every load. A value of n at one load does not by itself establish a power law over a range.

The model rests on two assumptions. First, one surface reaction limits removal, with the Arrhenius rate

R = A exp[−E/(R_g T)]. (3)

Here E is the molar activation energy, R_g the gas constant and T the absolute temperature of the reacting surface. A and E do not depend on p, V or T. Mechanical action may clear away the reaction product, but it must do so fast enough not to limit the rate.

Second, the steady surface temperature rises linearly with load:

T = T₀ + βP, ΔT = T − T₀ = βP. (4)

T₀ is the surface temperature without friction, and T₀ and β are constants. The result to be derived is n = E ΔT/(R_g T²).

**2. Origin of the linear temperature rise**

The friction force per area is μp, where μ is the friction coefficient. Multiplying by V gives the frictional heat per area and time, μpV = μP. Let this heat leave the interface through several paths, such as the pad, the slurry and the wafer carrier. Path i has conductance per area h_i and ends in a reservoir at temperature T_i. In the steady state, heat supplied equals heat removed:

μP = Σ h_i(T − T_i) = hT − Σ h_iT_i, h = Σ h_i. (5)

Solving for T gives

T = (Σ h_iT_i)/h + (μ/h)P. (6)

Comparison with (4) identifies

T₀ = (Σ h_iT_i)/h, β = μ/h. (7)

Thus T₀ is a conductance-weighted mean of the reservoir temperatures and need not be room temperature. The temperature is linear in load if μ, the conductances and the reservoir temperatures stay fixed as the load changes.

**3. The exponent**

The logarithm of (3) is

ln R = ln A − E/(R_g T). (8)

Because d(1/T)/dT = −1/T², the two minus signs cancel on differentiation:

d ln R/dT = E/(R_g T²). (9)

From (4), and because dP/d ln P = P,

dT/d ln P = P dT/dP = βP = ΔT. (10)

The chain rule multiplies (9) by (10):

n = E ΔT/(R_g T²). (11)

The first factor says how strongly the reaction responds to one kelvin. The second says how many kelvin are gained per unit of ln P. The full temperature T enters the denominator, whereas the rise ΔT alone enters the numerator.

Pressure and speed have the same exponent in this model. Since ln P = ln p + ln V, we have ∂ ln P/∂ ln p = 1 at fixed V and ∂ ln P/∂ ln V = 1 at fixed p. R depends on p and V through P alone, so

n_p = ∂ ln R/∂ ln p = n, n_V = ∂ ln R/∂ ln V = n. (12)

For a small rise, ΔT ≪ T₀, T in the denominator may be replaced by T₀. Then n ≈ EβP/(R_g T₀²), which is proportional to load. The exponent therefore vanishes as P → 0, while the rate tends to the finite value A exp[−E/(R_g T₀)]. This limit is a property of the pure reaction law, and Section 6 shows why it fails when removal also needs mechanical action.

**4. A test that does not require E**

Suppose the reservoirs are all warmed by the same small amount at fixed P, with μ and h unchanged. Then T rises by as much as T₀, and (9) gives (∂ ln R/∂T₀) at fixed P = E/(R_g T²). Equation (11) becomes

n = ΔT (∂ ln R/∂T₀)_P. (13)

Both sides can be measured without a value for E. To see what a disagreement means, let the rate also depend on load directly, R = F(P,T). The chain rule then gives

n = (∂ ln F/∂ ln P)_T + ΔT (∂ ln F/∂T)_P. (14)

The first term is the direct mechanical contribution and the second is the thermal one. Subtracting the right side of (13) from the measured exponent isolates the mechanical term, provided that (4) holds. A measured exponent alone cannot separate the two.

**5. Change of the exponent with load**

The logarithm of (11) is ln n = ln(E/R_g) + ln ΔT − 2 ln T. By (10), d ln ΔT/d ln P = 1 and d ln T/d ln P = ΔT/T. Hence

d ln n/d ln P = 1 − 2ΔT/T = (T₀ − ΔT)/T, (15)

where T = T₀ + ΔT was used in the last step. Multiplying by n,

dn/d ln P = n(T₀ − ΔT)/T. (16)

The exponent grows with load as long as ΔT < T₀. Its formal maximum is at ΔT = T₀, where T = 2T₀ and n = E/(4R_g T₀). For T₀ near room temperature this lies near 600 K, outside the range of polishing with a water-based slurry.

Because n varies, a finite change of load must be treated by integration. Between loads P_a and P_b, with temperatures T_a and T_b,

ln(R_b/R_a) = ∫ n d ln P = (E/R_g)(1/T_a − 1/T_b). (17)

The second equality follows directly from (8). Dividing (17) by ln(P_b/P_a) gives the mean exponent over the interval.

The load at which n = 1 has a simple geometrical meaning. Differentiating ln(R/P) gives

d ln(R/P)/d ln P = n − 1. (18)

The ratio R/P, which Preston's law would make constant, is stationary where n = 1. Setting n = 1 in (11) gives (E/R_g)ΔT = (T₀ + ΔT)², or

ΔT² + (2T₀ − E/R_g)ΔT + T₀² = 0. (19)

There are two distinct positive roots if E > 4R_g T₀. At the smaller root n passes from below 1 to above 1, so by (18) R/P has a minimum. On a plot of R against P, the tangent there passes through the origin. An exponent of one at this load is thus a tangency and not evidence for Preston's law.

**6. When mechanical removal also matters**

Suppose each layer must first react and then be carried off mechanically. If the times needed for these steps add, the reciprocal rates add:

1/R = 1/R_c + 1/R_m, R_m = kP. (20)

R_c is the Arrhenius rate (3), and k is constant. Define r = R_c/R_m. Then R = R_c/(1 + r), and so

ln R = ln R_c − ln(1 + r). (21)

Since d ln R_c/d ln P = n and d ln R_m/d ln P = 1, we have dr/d ln P = r(n − 1). Differentiating (21) gives

n_total = n − r(n − 1)/(1 + r) = (n + r)/(1 + r). (22)

The difference from the pure reaction result is

n_total − n = r(1 − n)/(1 + r). (23)

Formula (11) is accurate when r ≪ 1 and r ≪ n. The second condition matters at low load, where n is small. As P → 0, R_c stays finite while R_m vanishes, so r → ∞ and n_total → 1. In this series model the low-load limit is therefore Preston's law, not a load-independent rate.

**7. Worked example: a TaN barrier film**

Consider a TaN barrier film on oxide over silicon. The inputs are rough typical or round values: p = 14 kPa, V = 1.0 m/s, μ = 0.40, h = 500 W/(m² K), T₀ = 298 K and E = 50 kJ/mol. The reaction-limited rate is set to 50 nm/min at this operating point, which fixes A. The activation energy, conductance and rate are model choices, not measured properties of TaN.

The load is P = 14 kPa m/s, so the frictional heat flux is 0.40 × 14 000 = 5600 W/m². Therefore

ΔT = 5600/500 = 11.2 K, T = 309.2 K.

With E/R_g = 6013.6 K, equation (11) gives

n = 6013.6 × 11.2/(309.2)² = 0.70.

The activation energy corresponds to 0.518 eV per reaction event. By (9), the rate changes by 6013.6/(309.2)² = 0.0629 per kelvin, or 6.3 percent per kelvin. Multiplication by 11.2 K returns 0.70, as (13) requires.

The slope changes quickly. Equation (16) gives dn/d ln P = 0.7045 × 286.8/309.2 = 0.65. Doubling the load at fixed h and μ doubles ΔT to 22.4 K and raises the exponent to 1.31. The rate grows by

exp[6013.6(1/309.2 − 1/320.4)] = 1.97.

Extrapolation with the initial local exponent would give 2^0.7045 = 1.63. Halving the load multiplies the rate by 0.70, whereas the local power law predicts 0.61. The mean exponent on doubling is ln 1.974/ln 2 = 0.98. Two measurements at these loads would thus look almost like Preston's law, although the local exponents at the two ends are 0.70 and 1.31.

The smaller root of (19) is ΔT = 16.4 K. The corresponding load is 16.44 × 500/0.40 = 20 550 W/m², or about 20.6 kPa m/s. There R/P has a local minimum.

At zero load the pure reaction law still gives 24 nm/min. To see the effect of a mechanical step, let R_m = 500 nm/min at the operating load. Then r = 50/500 = 0.10 and

n_total = (0.7045 + 0.10)/1.10 = 0.73.

Equations (3), (4) and (22) give the following values at other loads, with all other settings fixed:

Load × 0.001: r = 48, n_total = 0.98
Load × 0.01: r = 4.9, n_total = 0.83
Load × 0.1: r = 0.52, n_total = 0.39
Load × 0.5: r = 0.14, n_total = 0.44
Load × 1: r = 0.10, n_total = 0.73
Load × 2: r = 0.099, n_total = 1.28

The exponent first falls and then rises with load. At low load the mechanical step limits removal. As the reaction takes over, the exponent drops to a minimum of about one third near one fifth of the operating load, still about twice the thermal value there. It then follows the thermal value upward as frictional heating grows. The ratio r hardly changes between the last two rows because R_c nearly doubles when R_m doubles.

**8. Corrections for the same example**

*Speed-dependent cooling.* Motion of the slurry and of the pad may improve heat removal. Heat conducted into pad material that passes under the wafer in a time proportional to 1/V follows the √t law used in (30) below, so this path has a conductance proportional to √V and can be a large part of h. The equality (12) of the pressure and speed exponents should therefore not be taken for granted in a real tool. Let all conductances share a factor V^m, which leaves T₀ unchanged. Then ΔT = μpV/h is proportional to pV^(1−m), and

n_p = n, n_V = (1 − m)n. (24)

For m = 0.5, chosen as an illustration, n_p remains 0.70 but n_V falls to 0.35. Temperature is then no longer a function of pV alone.

*Friction that changes on heating.* Let s = d ln μ/dT. From ΔT = μP/h at fixed h, d ln ΔT = s dT + d ln P. Since dT = ΔT d ln ΔT, it follows that d ln ΔT/d ln P = 1/(1 − sΔT), and

n_soft = n/(1 − sΔT). (25)

If μ falls by 1 percent per kelvin and is still 0.40 at the operating point, the exponent is 0.7045/1.112 = 0.63.

*Heat of reaction.* Let the reaction release heat flux q_r, proportional to R. The balance becomes h(T − T₀) = μP + q_r. By (9), dq_r/dT = q_r E/(R_g T²). Differentiating the balance with respect to ln P and collecting the terms in dT/d ln P gives

[h − q_r E/(R_g T²)] dT/d ln P = μP. (26)

Multiplication of dT/d ln P by E/(R_g T²) yields

n_react = [E/(R_g T²)](μP/h)/[1 − q_r E/(R_g T² h)]. (27)

For TaN take a density of 14 g/cm³, a molar mass of 195 g/mol and a rough oxidation heat of 1000 kJ/mol. A rate of 50 nm/min then consumes about 6.0 × 10⁻⁵ mol/(m² s) and releases about 60 W/m², roughly 1 percent of the frictional heat. Solving the balance numerically for T and using (27) gives an exponent of 0.71.

*Temperature-dependent prefactor.* If A is proportional to T, ln R gains a term ln T. The exponent gains ΔT/T = 11.2/309.2 = 0.036 and becomes 0.74.

*Warm-up.* Let the surface start at T₀ and approach its steady temperature with one time constant τ. At constant load,

ΔT(t) = (μP/h)[1 − exp(−t/τ)]. (28)

At each time ΔT is still proportional to P, so (11) holds with the instantaneous temperature. The removed thickness is H = ∫ R dt. Since dR/d ln P = nR at each time,

d ln H/d ln P = (∫ nR dt)/(∫ R dt). (29)

The exponent of thickness is a rate-weighted time average. For τ = 20 s and a polish of 60 s, numerical integration gives 0.52. The early, cool part of the polish lowers the result from its steady value of 0.70.

*Flash heating.* Pad asperities concentrate friction on a small area. Take a contact area fraction of 1 percent and a contact length of 20 μm. The local flux is q_c = 5600/0.01 = 5.6 × 10⁵ W/m², and at 1 m/s the contact lasts t_c = 20 μs. Send all this heat into the wafer and neglect the TaN film and heat storage in the oxide. The oxide, of thickness d and conductivity k_ox, adds the steady drop q_c d/k_ox. For silicon with conductivity k and volumetric heat capacity c, one-dimensional diffusion under constant flux has the Laplace-transformed surface rise q_c/(√(kc) z^(3/2)), where z is the transform variable. Its inverse is 2q_c√(t/π)/√(kc). Thus

ΔT_f = q_c[d/k_ox + 2√(t_c/π)/√(kc)]. (30)

With d = 500 nm, k_ox = 1.4 W/(m K), k = 148 W/(m K) and c = 1.65 MJ/(m³ K), (30) gives 0.38 K. For these inputs this is an upper estimate: during t_c heat diffuses about √(kt_c/c) = 42 μm in silicon, farther than the contact length, so sideways spreading, neglected here, lowers the silicon term. If real contact area grows in proportion to p while the contact length stays the same, the contact pressure is fixed and this rise does not depend on p. With speed, the oxide term in (30) grows as V and the one-dimensional silicon term as √V, because t_c is proportional to 1/V. To first order, the estimate adds less than 0.0629 × 0.38 = 0.024 to the speed exponent. This smallness depends on the inputs. The rise is inversely proportional to the contact area fraction, and real pads often touch over less than 1 percent of the area. At 0.1 percent, (30) gives 3.8 K, and if the reaction occurs at the contacts the speed exponent gains about 0.15. A low-k dielectric with conductivity 0.3 W/(m K) in place of the oxide raises the 1 percent value to 1.1 K.

**9. Relation to a real barrier polish**

The pressure and speed are in the usual range for polishing a barrier layer, but the model's 24 nm/min at zero load should not be read as a static etch rate of TaN. Tantalum compounds can form a protective oxide, whose removal needs abrasion; the assumption that mechanical clearing never limits the rate then fails at low load, and it may fail at the operating load as well. In the series model this changes the exponent at one tenth of the operating load to 0.39, whereas the pure reaction law gives a value below 0.1. At the operating point itself the assumed mechanical step moves n only from 0.70 to 0.73, because R_m was chosen ten times R_c; with R_m equal to R_c, (22) gives 0.85. Speed-dependent cooling and warm-up are larger there for the values chosen: they lower the speed exponent to 0.35 and the thickness exponent to 0.52, respectively. Applying (11) to a process therefore calls for E, the surface temperature during removal and its frictionless value T₀. If T is measured correctly, an error of 2 K in T₀ shifts the exponent calculated in this example by about 0.13, because it changes ΔT by 2 K. Separate variation of pressure, speed and reservoir temperature helps to test the model's assumptions.
